\section*{Barrier height from the tunnelling decay through an alkanethiol monolayer}

\section*{Question}

I have electron-transfer rates for a redox group held on gold by alkanethiol monolayers of different lengths. On a plot of $\ln k$ against film thickness the points fall on a line, and the rate decays by $1.0$ per angstrom. I am asked for the height of the equivalent rectangular barrier, using the free-electron mass.

I wrote the wavefunction in the barrier as $e^{-\kappa x}$ with $\kappa=\sqrt{2m\varphi}/\hbar$, set $\kappa=1.0$ per angstrom, and found $\varphi=3.8$ eV. That looked sensible, because I expect the electronic levels of an alkane to lie several eV from the Fermi level of gold. A friend says that I have lost a factor of four. If so, the barrier is much lower than the alkane levels suggest, and I don't see what it means. Who is right, and how far can the number be trusted?

\section*{Answer}

Your friend is right about the factor. Your $\kappa$ describes an amplitude, while your data describe a rate. The agreement of 3.8 eV with your expectation is accidental, and the low value that replaces it has a meaning once the mass is examined.

\subsection*{What the data say}

The straight line means
\begin{equation}
k(d)=k_0\,e^{-\beta d},\qquad \beta=-\frac{d\ln k}{dd}=1.0\ \text{\AA}^{-1},
\end{equation}
with a natural logarithm; a slope read from a $\log_{10}$ plot must first be multiplied by $\ln 10$. I assume that tunnelling limits the rate, that the overpotential is zero, and that the reorganisation energy is the same for every chain length. Then $d$ enters through the electronic coupling alone. I also take $d$ as the distance along which the electron tunnels.

The constant reorganisation energy is an approximation. Screening by the metal lowers this energy more when the film is thin. Treating film and water as dielectric layers, with the redox charge 2 to 6 \AA\ outside the film, gives a rise of about 0.05 to 0.07 eV between 10 and 20 \AA. Allowing for it would lower the height found below by about 9 to 14 per cent.

\subsection*{Decay of the amplitude}

Put the redox site at $x<0$, the film at $0<x<d$ and the metal at $x>d$. The electron has energy $E$, and the potential in the film is $E+\varphi$. There the Schr\"odinger equation reads
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+(E+\varphi)\psi=E\psi .
\end{equation}
The terms $E\psi$ cancel, which leaves
\begin{equation}
\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m\varphi}}{\hbar},
\end{equation}
with the solution $\psi=Ae^{-\kappa x}+Be^{\kappa x}$. To see when the growing part may be dropped, let the electron leave into the metal as $e^{ikx}$, so that $\psi'/\psi=ik$ at $x=d$. With $a=Ae^{-\kappa d}$ and $b=Be^{\kappa d}$ this condition is
\begin{equation}
\kappa(b-a)=ik(a+b)\quad\Rightarrow\quad \frac{b}{a}=\frac{\kappa+ik}{\kappa-ik},\qquad
\left|\frac{B}{A}\right|=e^{-2\kappa d}.
\end{equation}
The last step holds because numerator and denominator are complex conjugates. In a thick film, $2\kappa d\gg1$, the growing part is therefore negligible at the site, and the site state has a plain exponential tail. In the opposite limit, $\kappa d\ll1$, both parts matter everywhere in the film and there is no exponential law to invert.

\subsection*{From amplitude to rate}

Let $\psi_s$ be the state of the site when the barrier extends to infinity on the metal's side. Its tail is $Ae^{-\kappa x}$ for all $x>0$. Bringing in the metal lowers the potential by some amount $U$ at $x>d$. This change, $\Delta V=-U$, couples $\psi_s$ to a metal state $\psi_m$:
\begin{align}
H&=\int_d^\infty \psi_m^*(x)\,(-U)\,Ae^{-\kappa x}\,dx\\
&=-UA\,e^{-\kappa d}\int_0^\infty\psi_m^*(d+y)\,e^{-\kappa y}\,dy ,
\end{align}
where $x=d+y$. Measured from its own surface, the metal state does not change when the film is made thicker, so the last integral does not depend on $d$. Hence $H\propto e^{-\kappa d}$ to leading order in the small overlap.

The transition amplitude is of first order in $H$, and a probability is the squared modulus of an amplitude. Fermi's golden rule therefore gives
\begin{equation}
k=\frac{2\pi}{\hbar}\,|H|^2\,F\ \propto\ e^{-2\kappa d},
\end{equation}
where $F$ collects the density of metal states, their occupation and the nuclear factor, none of which depends on $d$. Comparison with the measured law gives
\begin{equation}
\beta=2\kappa .
\end{equation}
This is the missing factor of two in $\kappa$, and it becomes four in the height.

Both halves of the argument can be tested without assuming how $H$ depends on $d$ and without the golden rule. For the coupling, take two equal wells, 5.025 \AA\ wide (a nominal 5 \AA\ plus half a step of the numerical grid), with impenetrable outer walls and separated by a wall 1.8 eV above their floor. Two degenerate states coupled by $H$ have energies $E\pm|H|$, so the levels split by $2|H|$. Numerical diagonalization gives splittings of $7.05\times10^{-3}$ eV at a separation of 10 \AA\ and $4.85\times10^{-5}$ eV at 20 \AA. The decay constant is
\begin{equation}
\frac{1}{10\ \text{\AA}}\ln\frac{7.05\times10^{-3}}{4.85\times10^{-5}}=0.498\ \text{\AA}^{-1}.
\end{equation}
Taken as $\kappa$, it implies a barrier of 0.945 eV, which agrees with the actual distance from the level to the top of the wall, also 0.945 eV.

For the rate, let a single site leak into a continuum, with the nuclei held fixed. Its outgoing-wave solution has a complex energy $E_r-i\Gamma/2$, so the probability on the site decays as $e^{-\Gamma t/\hbar}$ and the escape rate is $\Gamma/\hbar$. For a site level 1.0 eV above the well floor and a barrier of 0.9525 eV, the computed rate falls between 10 and 20 \AA\ by the factor $4.54\times10^{-5}$. That is a decay of 1.000 per angstrom, twice the $\kappa$ of this barrier.

\subsection*{The height}

Insert $\kappa=\beta/2$ into $\kappa^2=2m\varphi/\hbar^2$ and solve for $\varphi$:
\begin{equation}
\frac{\beta^2}{4}=\frac{2m\varphi}{\hbar^2}
\quad\Rightarrow\quad
\boxed{\varphi=\frac{\hbar^2\beta^2}{8m}} .
\end{equation}
With $\beta=1.0\times10^{10}\ \text{m}^{-1}$,
\begin{align}
\varphi&=\frac{(1.05457\times10^{-34}\ \text{J\,s})^2\,(1.0\times10^{10}\ \text{m}^{-1})^2}{8\times9.10938\times10^{-31}\ \text{kg}}\\
&=1.526\times10^{-19}\ \text{J}=0.95\ \text{eV}.
\end{align}
Your 3.8 eV is four times this, as expected from using $\beta$ in place of $\kappa$.

Since $\varphi\propto\beta^2$, a small relative error in the slope doubles:
\begin{equation}
\frac{\delta\varphi}{\varphi}\simeq\frac{2\,\delta\beta}{\beta}.
\end{equation}
A slope between 0.9 and 1.1 per angstrom corresponds to a height between 0.77 and 1.15 eV. A third digit in $\varphi$ would mean nothing for a slope known to two; where one is kept below, it serves only to compare heights computed for a slope of exactly 1 per angstrom.

In terms of the molecule, a CH$_2$ group adds roughly 1.27 \AA\ along the chain. If that is also the tunnelling path, each group multiplies the rate by $e^{-1.27}=0.28$. Going from 10 to 20 \AA\ multiplies it by $e^{-10}=4.5\times10^{-5}$.

\subsection*{Why it is so far below the alkane levels}

The slope does not determine a height by itself. If the electron moves through the film with an effective mass $m^*$, the same derivation gives
\begin{equation}
\beta^2=\frac{8m^*\varphi}{\hbar^2},
\end{equation}
so the data fix the product $m^*\varphi$. Choosing the free mass is a convention that turns this product into an energy. Suppose that the true barrier is roughly 4 eV, in line with your expectation. The same slope then requires
\begin{equation}
\frac{m^*}{m}=\frac{0.9525\ \text{eV}}{4.0\ \text{eV}}=0.24 .
\end{equation}
The escape calculation confirms the trade. With a 4.0 eV barrier and this light mass inside it, the rate again decays by 1.000 per angstrom. With the same barrier and the free mass it decays by 2.05 per angstrom, about twice as steeply as your data.

So 0.95 eV and levels several eV away are compatible. The electron does not cross empty space of constant potential; it tunnels through the orbitals of a chain of bonds, and the small $m^*$ is a one-parameter stand-in for that structure. The value 0.24 depends on the assumed 4 eV and is not a measured property of the chain. To separate mass from height you need information beyond this slope, such as an independent value for the position of the levels.

\subsection*{Which length is on your axis?}

Alkanethiol chains on gold lean away from the surface normal by roughly $\theta=30^\circ$. If your axis shows the chain length $L$, the film thickness is $d=L\cos\theta$. The same data can be written with either length, so
\begin{equation}
\beta_L L=\beta_d d\quad\Rightarrow\quad \beta_d=\frac{\beta_L}{\cos\theta}.
\end{equation}
For an electron that follows the chain, $\beta_L$ is the right slope and $\varphi$ stays at 0.95 eV. For one that crosses the film straight, $\beta_d$ must be used, and the height becomes
\begin{equation}
\varphi=\frac{0.9525\ \text{eV}}{\cos^2 30^\circ}=1.27\ \text{eV}.
\end{equation}
If your axis already shows the film thickness $d$, the measured slope is $\beta_d$. A straight crossing then keeps 0.95 eV, while a path along the chain has $\beta_L=\beta_d\cos\theta$ and a height of $0.9525\ \text{eV}\times\cos^2 30^\circ=0.71$ eV. State the length along with the slope; the choice matters more here than a ten per cent error in $\beta$.

\subsection*{Three smaller effects}

For each effect below I ask which height would give a mean decay of 1.0 per angstrom between 10 and 20 \AA, with the free mass and the other effects switched off. The results are separate estimates, not corrections to be added.

\paragraph{Thermal spread.} Electrons do not all start at the Fermi level. One with energy $\varepsilon$ above it sees a barrier $\varphi-\varepsilon$. For transfer to the redox group at zero overpotential, and a constant density of metal states, its weight is
\begin{equation}
w(\varepsilon)=f(\varepsilon)\,\exp\!\left[-\frac{(\lambda-\varepsilon)^2}{4\lambda k_BT}\right],\qquad f=\frac{1}{1+e^{\varepsilon/k_BT}},
\end{equation}
where $f$ is the Fermi occupation, $\lambda$ the reorganisation energy, and the exponential the classical Marcus factor. Expanding the square gives
\begin{equation}
w=e^{-\lambda/4k_BT}\,e^{-\varepsilon^2/4\lambda k_BT}\,\frac{e^{\varepsilon/2k_BT}}{1+e^{\varepsilon/k_BT}}
=e^{-\lambda/4k_BT}\,\frac{e^{-\varepsilon^2/4\lambda k_BT}}{2\cosh(\varepsilon/2k_BT)} .
\end{equation}
The weight is even in $\varepsilon$, so it is centred on the Fermi level. At 298 K and $\lambda=0.85$ eV, a rough value for a ferrocene-like group in water, its rms width is 0.072 eV. This is small compared with $\varphi$, which is why one barrier height, measured from the Fermi level, can serve as a first approximation. Tunnelling then favours the upper side. For $|\varepsilon|\ll\varphi$,
\begin{equation}
2\kappa d\sqrt{1-\varepsilon/\varphi}\simeq2\kappa d-\frac{\kappa d}{\varphi}\,\varepsilon ,
\end{equation}
so the rate gains a factor $e^{\kappa d\varepsilon/\varphi}$ that becomes more selective as the film thickens. This flattens the decay, and the full integral needs $\varphi=1.00$ eV to restore the slope. Passage over the top of the barrier, counted with unit transmission, contributes a fraction $7\times10^{-6}$ of the rate at 20 \AA.

\paragraph{Image attraction.} An electron at distance $z$ from the metal is attracted by its image, a distance $2z$ away. The work needed to remove it gives the lowering of the barrier:
\begin{equation}
\int_z^\infty\frac{e^2\,dz'}{4\pi\varepsilon_0\varepsilon_r(2z')^2}=\frac{e^2}{16\pi\varepsilon_0\varepsilon_r z}.
\end{equation}
With a rough optical permittivity $\varepsilon_r=2.1$, this is 0.17 eV at 10 \AA\ and 0.09 eV at 20 \AA. I leave out an image on the water side, on the assumption that the tunnelling electron is too fast for the water dipoles to turn; the optical permittivities of water and film are close. For a slowly varying barrier the exponent $2\kappa d$ becomes $2\int\kappa(z)\,dz$. The first 10 \AA\ next to the metal are common to both films and cancel in the ratio of rates, so the slope depends on the barrier between 10 and 20 \AA. In this approximation the height before lowering must be about 1.07 eV. This counts the metal image only. A charged redox centre also attracts the electron it gives up, and the slow solvent polarisation screens this pull only in part. A rough dielectric-layer estimate, for a singly charged centre 2 to 6 \AA\ outside the film with the slow polarisation halfway between its two equilibrium values, would by itself require about 1.1 to 1.2 eV.

\paragraph{Sideways motion.} If the film does not confine the electron laterally, a wavevector $q$ parallel to the surface takes energy from the forward motion and raises the decay constant to $\sqrt{\kappa^2+q^2}$. Summing over $q$ in the plane, with the other factors taken as independent of $q$, and substituting $s^2=\kappa^2+q^2$, so that $q\,dq=s\,ds$, gives
\begin{align}
\int_0^\infty q\,e^{-2d\sqrt{\kappa^2+q^2}}\,dq&=\int_\kappa^\infty s\,e^{-2ds}\,ds\\
&=e^{-2\kappa d}\left(\frac{\kappa}{2d}+\frac{1}{4d^2}\right),
\end{align}
by parts. For $2\kappa d\gg1$ the bracket falls as $1/d$, which adds about $1/d$ to the apparent slope. Part of the measured decay is then geometric, and the height drops to 0.82 eV. For an electron guided along a single chain this correction does not apply.

\subsection*{When short chains bend the line}

Suppose that another step, with a rate $k_m$ independent of thickness, must follow or precede tunnelling. If the first step is not reversed before the second occurs, the mean times of the two steps add:
\begin{equation}
\frac1{k_{\rm obs}}=\frac1k+\frac1{k_m}\quad\Rightarrow\quad
k_{\rm obs}=\frac{k\,k_m}{k+k_m}.
\end{equation}
Take the logarithm and use $dk/dd=-\beta k$:
\begin{equation}
-\frac{d\ln k_{\rm obs}}{dd}=\beta-\frac{\beta k}{k+k_m}=\beta\,\frac{k_m}{k+k_m}.
\end{equation}
For long chains, $k\ll k_m$, the true $\beta$ is recovered. Where $k=k_m$ the local slope is half of $\beta$, and the height inferred from it is a quarter of the right one. At zero overpotential the electron may also return, at the same rate $k$, before a following step takes place. The mean time is then $1/k+2/k_m$, and the local slope of its inverse at $k=k_m$ is only a third of $\beta$ (the decay is then not a single exponential, and its slowest rate has a slope of $0.28\beta$); long chains still give the true value. Fit the long chains, and discard short ones if the plot flattens there.

\subsection*{How this compares with a real monolayer}

A slope near 1 per angstrom is typical, as a rough figure, of alkanethiol films on gold, and the thicknesses used here are in the usual range. Of the assumptions examined here, the free mass matters most: with levels roughly 4 eV away, the effective height understates the true one by a factor of about four. The choice of length shifts it by a quarter to a third. Each of the three smaller effects shifts it by 5 to 15 per cent if the barrier really is about 1 eV high with the free mass. The change of the reorganisation energy with thickness is of the same size, and the pull of a charged redox centre may be somewhat larger. For a 4 eV barrier with the light mass, the thermal spread would change the height by less than 1 per cent and the image attraction by about 3 per cent. Sideways motion, if it occurs with the same light mass in every direction, nearly keeps its relative size, because with the other factors independent of $q$ its effect on the slope depends on $\kappa$ alone. I would report ``$\varphi=0.95$ eV for the free-electron mass'', together with $\beta$ and the length it refers to. Used with the same mass and length, that number reproduces your slope; it should not be read as the position of an alkane level. The numerical output below gives the free-mass values of the three smaller effects; the percentages for the 4 eV barrier follow from repeating the thermal and image calculations with the light mass.

\section*{Calculated quantities}
\begin{verbatim}
reduced Planck constant: 1.05457e-34 J s
free-electron mass: 9.10938e-31 kg
elementary charge: 1.60218e-19 C
rate decay beta: 1.00 1/A = 1.00e+10 1/m
amplitude decay kappa: 0.500 1/A
hbar^2/(2m): 3.8100 eV A^2
barrier height phi: 1.5261e-19 J = 0.9525 eV
phi if beta is mistaken for kappa: 3.810 eV
phi for beta 0.9 1/A: 0.772 eV
phi for beta 1.1 1/A: 1.153 eV
film thicknesses: 10 and 20 A
rate ratio thick/thin, exponential law: 4.540e-05
rough length per CH2: 1.27 A
rate factor per added CH2: 0.281
-- tests of the law --
two wells: splitting at thin barrier 7.0544e-03 eV
two wells: splitting at thick barrier 4.8519e-05 eV
two wells: decay of splitting 0.4979 1/A
two wells: true barrier 0.9447 eV
two wells: inferred barrier 0.9447 eV
escape: rate ratio thick/thin 4.540e-05
escape: decay of rate 1.0000 1/A
-- neglected effects, each alone --
rough true barrier: 4.0 eV
mass ratio needed for it: 0.238
escape decay with that barrier and mass: 1.0000 1/A
escape decay with that barrier, free mass: 2.049 1/A
rough chain tilt: 30 degrees
phi if beta is per chain length: 1.270 eV
temperature: 298 K, kT: 0.0257 eV
rough reorganisation energy: 0.85 eV
rms energy spread without barrier factor: 0.0716 eV
phi with thermal spread: 0.999 eV
share of rate above barrier, thick film: 6.7e-06
rough optical permittivity: 2.1
image lowering at thin film's far face: 0.171 eV
image lowering at thick film's far face: 0.086 eV
phi0 with image attraction: 1.071 eV
phi with sideways motion: 0.816 eV
\end{verbatim}
